# What the electron localization function of silicon pseudo-orbitals shows

## Question

I plotted the electron localization function (ELF) of a silicon atom from the 3s and 3p orbitals of a norm-conserving pseudopotential calculation. It is almost zero at the nucleus and rises smoothly to one maximum. I had expected to see atomic shells.

The pseudo-orbitals carry the correct charge inside the core radius \(r_c\), so I assumed that the ELF there would be correct too. A colleague says that it is meaningless inside \(r_c\). Is that right, and what may I read from such a plot?

## Answer

"Meaningless" is too strong. The pseudo-ELF is a well-defined function at every point, but inside \(r_c\) it describes the pseudo-atom. It has no K or L shell there, and for silicon its values depend on how the orbitals were pseudized. Correct charge does not prevent this, as the definition of the ELF shows.

I use Hartree atomic units and real orbitals.

### What the ELF measures

For one spin \(\sigma\), let the orbitals \(\phi_i\) have occupations \(f_i\), and define

\[
\gamma(\mathbf r,\mathbf r')=\sum_i f_i\phi_i(\mathbf r)\phi_i(\mathbf r'),\qquad \rho(\mathbf r)=\gamma(\mathbf r,\mathbf r).
\]

For a single determinant, the density of same-spin electrons at \(\mathbf r+\mathbf s\), given one at \(\mathbf r\), is

\[
P=\rho(\mathbf r+\mathbf s)-\frac{\gamma(\mathbf r,\mathbf r+\mathbf s)^2}{\rho(\mathbf r)} .
\]

For fractional occupations I keep this expression as a definition. With Kohn–Sham orbitals it is a model, not the exact pair density.

Expand in small \(\mathbf s\) and average over its directions, using \(\langle s_is_j\rangle=s^2\delta_{ij}/3\). With \(\tau=\sum_i f_i|\nabla\phi_i|^2\) and \(h=\sum_i f_i\phi_i\nabla^2\phi_i\), we have \(\nabla^2\rho=2\tau+2h\), so

\[
\langle\rho(\mathbf r+\mathbf s)\rangle\simeq\rho+\frac{s^2}{6}\nabla^2\rho=\rho+\frac{s^2}{3}(\tau+h).
\]

The linear term of \(\gamma\) is \(\mathbf s\cdot\sum_i f_i\phi_i\nabla\phi_i=\tfrac12\mathbf s\cdot\nabla\rho\). Squaring \(\gamma\) and averaging gives

\[
\langle\gamma^2\rangle\simeq\rho^2+\frac{s^2}{3}\frac{|\nabla\rho|^2}{4}+\frac{s^2}{3}\rho h .
\]

After division by \(\rho\) and subtraction, the terms \(\rho\) and \(h\) cancel:

\[
\langle P\rangle\simeq\frac{s^2}{3}D,\qquad D=\tau-\frac{|\nabla\rho|^2}{4\rho}.
\]

A small \(D\) means that a second electron of the same spin is unlikely to be found close by. The scale is set by a uniform gas of the same density. Its Fermi wave number obeys \(\rho=k_F^3/(6\pi^2)\), and

\[
D_0=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}k^2=\frac{k_F^5}{10\pi^2}=C\rho^{5/3},\qquad C=\frac35(6\pi^2)^{2/3}\approx9.116 .
\]

The ELF is then

\[
\mathrm{ELF}=\frac{1}{1+\chi^2},\qquad \chi=\frac{D}{D_0}.
\]

It lies between 0 and 1, and equals 1/2 where \(D=D_0\).

### The spherical silicon atom

Take the configuration 3s²3p², spin-restricted, with the two p electrons spread evenly over the three p orbitals. The real ground state is spin-polarized; this model leaves that out.

Write \(\phi=R(r)Y_{lm}\). The sum \(\sum_mY_{lm}^2=(2l+1)/4\pi\) is constant, so its angular Laplacian vanishes. Since \(\nabla_\Omega^2Y_{lm}=-l(l+1)Y_{lm}\), this gives

\[
\sum_m|\nabla_\Omega Y_{lm}|^2=l(l+1)\frac{2l+1}{4\pi}.
\]

A shell with \(N\) electrons has \(f=N/[2(2l+1)]\) per orbital and spin. It therefore contributes

\[
\rho:\ \frac{N}{8\pi}R^2,\qquad
\tau:\ \frac{N}{8\pi}\left[R'^2+\frac{l(l+1)}{r^2}R^2\right].
\]

For the valence shells alone, \(N=2\) in each, and

\[
4\pi D=R_s'^2+R_p'^2+\frac{2R_p^2}{r^2}-\frac{(R_sR_s'+R_pR_p')^2}{R_s^2+R_p^2}.
\]

Put the radial terms over the common denominator and use \((A^2+B^2)(A'^2+B'^2)-(AA'+BB')^2=(AB'-BA')^2\):

\[
4\pi D=\frac{(R_sR_p'-R_pR_s')^2}{R_s^2+R_p^2}+\frac{2R_p^2}{r^2}.
\]

So \(D\) depends on local values and slopes. Norm conservation fixes one integral per orbital, \(\int_0^{r_c}r^2R^2\,dr\), and that does not determine them.

### How the pseudo-orbitals are made

I compare two schemes. In both, with \(u=rR\), the pseudo-orbital inside \(r_c\) has the form \(u=r^{l+1}e^{p(r)}\), where \(p\) is a polynomial:

- **Kerker:** \(p\) has powers 0, 2, 3 and 4. Its four coefficients follow from the norm and from matching \(u\), \(u'\) and \(u''\) at \(r_c\).
- **Troullier–Martins (TM):** \(p\) has even powers from 0 to 12. Five of its seven coefficients are used to match \(u\) and four derivatives, one gives the norm, and one removes the \(r^2\) term of the potential at the origin.

The potential follows by inverting the radial equation. From \(u'/u=(l+1)/r+p'\),

\[
\frac{u''}{u}=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 ,
\]

and therefore

\[
V=\varepsilon-\frac{l(l+1)}{2r^2}+\frac{u''}{2u}=\varepsilon+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}.
\]

Insert \(p=c_0+c_2r^2+c_4r^4+\dots\). The \(r^2\) coefficient of \(V\) is \(4(l+1)c_4+6c_4+2c_2^2\), so the last TM condition reads \(c_2^2+(2l+5)c_4=0\). The norm condition is nonlinear; if it has several solutions, I take the one with the smallest \(|c_2|\).

Outside \(r_c\) the pseudo-orbital is the all-electron valence orbital, with the same normalization. Since \(\rho\), \(\nabla\rho\) and \(\tau\) are local, the pseudo-ELF equals the valence-only all-electron ELF beyond the largest \(r_c\). This holds in the configuration used for the construction. In a molecule or solid it becomes an approximation, whose quality this atom does not tell us.

### Why your plot starts near zero

Near the nucleus a pseudo s orbital tends to a constant, \(R_s\to a\), with \(R_s'\to0\), because \(p\) has no linear term. The p orbital behaves as \(R_p\to br\). The two terms of \(4\pi D\) become \(b^2\) and \(2b^2\), so

\[
D(0)=\frac{3b^2}{4\pi},\qquad \rho(0)=\frac{a^2}{4\pi},
\]

\[
\chi(0)=\frac{3(4\pi)^{2/3}}{C}\,\frac{b^2}{a^{10/3}}\approx1.779\,\frac{b^2}{a^{10/3}} .
\]

For numbers, I solved the radial Kohn–Sham equations self-consistently on a spectral grid. The treatment is non-relativistic, in the local density approximation with Perdew–Wang correlation. From the resulting 3s and 3p orbitals I built four pseudo-atoms, using the same \(r_c\) for s and p. Here \(a\) is in bohr\(^{-3/2}\) and \(b\) in bohr\(^{-5/2}\):

| Scheme, \(r_c\) (bohr) | \(a\) | \(b\) | \(\chi(0)\) | ELF(0) |
|---|---|---|---|---|
| TM, 1.8 | 0.250 | 0.389 | 27.2 | 0.0014 |
| TM, 2.2 | 0.343 | 0.375 | 8.9 | 0.012 |
| Kerker, 1.8 | 0.213 | 0.356 | 38.8 | 0.0007 |
| Kerker, 2.2 | 0.312 | 0.377 | 12.3 | 0.007 |

For the first row, with one more digit in the inputs,

\[
\chi(0)=1.779\times\frac{0.3885^2}{0.2503^{10/3}}=1.779\times\frac{0.1509}{0.00988}\approx27.2 .
\]

The high power of \(a\) makes the result sensitive. Between the two TM rows \(a\) grows by a factor \(0.3426/0.2503=1.369\). This alone lowers \(\chi(0)\) by \(1.369^{10/3}\approx2.85\), and the small change in \(b\) brings the factor to 3.05.

The two schemes with \(r_c=1.8\) bohr also answer your argument about charge. Both have 0.372 of an s electron and 0.208 of a p electron inside \(r_c\), per electron in each orbital, as the all-electron orbitals do. Yet their \(\chi(0)\) are 27 and 39.

### Why the real atom starts near one

For an all-electron s orbital, write \(u=\alpha r+\beta r^2+\dots\). The terms of order \(r^0\) in \(-\tfrac12u''-(Z/r)u+\dots=\varepsilon u\) give \(-\beta-Z\alpha=0\). Hence \(R'=-ZR\) at the nucleus, for every s orbital.

The s shells then give \(\tau=Z^2\rho\). Since \(|\nabla\rho|=2Z\rho\), the subtracted term \(|\nabla\rho|^2/4\rho\) is also \(Z^2\rho\), and the two cancel. What remains comes from the p shells:

\[
D(0)=3\sum_p\frac{N}{8\pi}b^2,\qquad \rho(0)=\sum_s\frac{N}{8\pi}a^2 .
\]

This has the same structure as the pseudo-atom result, with very different numbers. The 1s orbital has \(a=101\) bohr\(^{-3/2}\), and 2p has \(b=86\) bohr\(^{-5/2}\). These two shells alone give \(\rho(0)\approx8.1\times10^2\), \(D(0)\approx5.3\times10^3\) and \(D_0\approx6.5\times10^5\), so \(\chi(0)\approx0.008\). With all shells included, \(\chi(0)=0.0074\) and the ELF is 0.9999.

The real nucleus therefore sits in a region of very high localization, while the pseudo-ELF there is close to zero. That low value reflects a small pseudo s density combined with a finite p slope. It is no evidence of delocalized electrons at the nucleus.

### The profiles

The columns below give the ELF from all orbitals ("full"), from the all-electron 3s and 3p alone ("valence"), and from two of the pseudo-atoms.

| \(r\) (bohr) | Full | Valence | TM 1.8 | Kerker 2.2 |
|---|---|---|---|---|
| 0.05 | 0.998 | 0.021 | 0.001 | 0.007 |
| 0.20 | 0.210 | 0.001 | 0.003 | 0.011 |
| 0.50 | 0.866 | 0.143 | 0.027 | 0.066 |
| 0.80 | 0.612 | 0.015 | 0.228 | 0.310 |
| 1.20 | 0.078 | 0.736 | 0.738 | 0.725 |
| 1.60 | 0.460 | 0.871 | 0.872 | 0.867 |
| 2.00 | 0.816 | 0.878 | 0.878 | 0.879 |
| 2.50 | 0.820 | 0.828 | 0.828 | 0.828 |
| 3.00 | 0.723 | 0.724 | 0.724 | 0.724 |

The full profile shows three shells. The K region surrounds the nucleus and ends at a minimum at 0.20 bohr. The L shell has its maximum at 0.52 bohr. A second minimum at 1.19 bohr (0.63 Å) separates it from the valence shell, whose maximum is at 2.23 bohr. On a fine radial grid from 0.05 to 6 bohr, each of the four pseudo-profiles has one maximum, between 1.82 and 1.85 bohr, and no minimum.

Among these four pseudo-atoms, the dependence on the scheme and on \(r_c\) is real but moderate on the ELF scale. For \(r\) between 0.05 and 1.8 bohr, TM and Kerker with \(r_c=1.8\) bohr differ by up to about 0.018. Changing \(r_c\) from 1.8 to 2.2 bohr within TM changes the ELF by up to 0.063. The largest spread among all four is 0.083, near 0.78 bohr. The missing core matters far more.

The row at 1.20 bohr shows this best. The two pseudo-atoms agree to about 0.01, and they also agree with the valence-only result. The full ELF is 0.08 where they give more than 0.72: they show a well-localized region almost on top of the boundary between two shells. Agreement between pseudopotentials is therefore no evidence that an ELF value describes the atom.

### A case with no scheme dependence at all

Consider an atom whose valence shell is a single closed \(ns^2\) pair above a core. The pseudo-atom then has one orbital per spin, with \(\rho=\phi^2\), and

\[
D=|\nabla\phi|^2-\frac{|2\phi\nabla\phi|^2}{4\phi^2}=0 .
\]

The pseudo-ELF is 1 everywhere, for every scheme and every \(r_c\). It still contains no core shells. Scheme dependence is thus a symptom that can be absent while the misreading remains.

### Outside \(r_c\), the core can still matter

At 2.0 bohr, outside \(r_c=1.8\) bohr, the TM value is 0.878 and the full value 0.816. The pseudo-ELF matches the valence-only result, but the tail of the core is missing from both.

A model with one valence orbital \(\phi_v\) and one core orbital \(\phi_c\) shows why a thin tail can count. The identity used above gives

\[
D=\frac{|\phi_v\nabla\phi_c-\phi_c\nabla\phi_v|^2}{\rho_v+\rho_c}
=\frac{\rho_v\rho_c}{\rho_v+\rho_c}\left|\nabla\ln|\phi_c|-\nabla\ln|\phi_v|\right|^2 .
\]

For \(\rho_c\ll\rho_v\), the core adds its small density multiplied by the square of the difference in logarithmic slopes. A core orbital falls much more steeply than a valence orbital, so this factor is large.

In silicon, the difference between full and valence-only ELF reaches 0.16 between 1.8 and 2.2 bohr. It stays below 0.026 from 2.2 to 6 bohr, and about \(2\times10^{-4}\) at most from 3.5 bohr on. The valence maximum is affected as well: it lies at 2.23 bohr with height 0.84 in the full profile, but at 1.83 bohr with height 0.88 in the valence-only one. In the configuration used for the construction, being outside \(r_c\) guarantees agreement with the valence-only ELF; agreement with the full ELF also requires a negligible core tail.

Farther out, both profiles fall towards zero. The 3p orbital, with eigenvalue \(-0.153\) hartree against \(-0.398\) hartree for 3s, decays more slowly and dominates the density. Then \(4\pi D\ge2R_p^2/r^2\), while \(D_0\propto R_p^{10/3}\), so \(\chi\) grows without limit. In this model the angular term \(2R_p^2/r^2\) of the p shell is enough to force this growth. The fall belongs to a spin that holds p electrons. In the spin-polarized atom, with both 3p electrons in the majority spin, the minority spin has only 3s in its valence shell, and its ELF tends to 1 instead.

### What to do in practice

Read your plot outside the largest \(r_c\), and far enough out for the core tail to be negligible. There it tells you about the valence electrons, in the spin state and occupation that the calculation assumed. This choice matters: at 3 bohr the full ELF is 0.72 in the spin-restricted model, while the spherical spin-polarized LDA atom gives 0.77 for the majority spin and 1.00 for the minority spin, and the boundary at 1.19 bohr moves to 1.14 and 1.25 bohr.

If you need the region inside \(r_c\), restore the all-electron form of the valence orbitals and add the core orbitals. The first step alone is not enough: at 0.50 bohr the valence-only ELF is 0.14, against 0.87 for the full one. Adding a core density alone is not enough either, because \(\tau\) needs the gradients of the core orbitals. Add the core and valence parts of \(\rho\), \(\nabla\rho\) and \(\tau\) first, and form \(D\) afterwards. Separate core and valence ELFs cannot be added, since \(|\nabla\rho|^2/\rho\) and \(\rho^{5/3}\) are nonlinear in the density.
